\section*{From a Two-Thirds Current Tail to One-Third Conductivity Growth}

\section{What is being cut}

\textbf{Q.} You want to find the conductivity of a finite chain from a correlation function of an infinite one. Before any cutoff, which current and which normalization do you mean?

\textbf{A.} Take atoms of mass $m$ at rest spacing $a$, with velocities $v_i$, stretches $r_i$ and bond energy $V(r_i)$:
\begin{equation}
\dot r_i=v_{i+1}-v_i,\qquad m\dot v_i=V'(r_i)-V'(r_{i-1}).
\end{equation}
With the site energy $e_i=mv_i^2/2+V(r_i)$,
\begin{align}
\dot e_i&=v_i[V'(r_i)-V'(r_{i-1})]+V'(r_i)(v_{i+1}-v_i)\nonumber\\
&=V'(r_i)v_{i+1}-V'(r_{i-1})v_i=j_i-j_{i+1},
\end{align}
so $j_i=-v_iV'(r_{i-1})$ is the energy current into site $i$ from the left. At mean pressure $P=-\langle V'\rangle$ the heat variable is $h_i=e_i+Pr_i$, and its current is $j_i-Pv_i$. The extra term vanishes in the sum over sites when the total momentum is zero, which I assume. From here $j_i$ means this heat current.

\textbf{Q.} And Green--Kubo? I would rather not accept it as a slogan.

\textbf{A.} Let $C_x(t)=\langle j_x(t)j_0(0)\rangle$, $C=\sum_xC_x$, and let $S_x(t)$ be the correlation of the fluctuations of $h_x(t)$ and $h_0(0)$. Stationarity turns two time derivatives of $S_x$ into minus one derivative on each factor:
\begin{align}
\ddot S_x&=-\langle(j_x-j_{x+1})(t)\,(j_0-j_1)(0)\rangle\nonumber\\
&=C_{x+1}+C_{x-1}-2C_x .
\end{align}
Multiply by $x^2$, sum, and shift the index in the first two terms:
\begin{equation}
\frac{d^2}{dt^2}\sum_xx^2S_x=\sum_xC_x[(x-1)^2+(x+1)^2-2x^2]=2C(t).
\label{moment}
\end{equation}
The first derivative vanishes at $t=0$, because $S_x$ is even in time. Hence the second moment grows at the rate $2\int_0^tC\,dt'$.

If heat diffuses, its diffusion constant is $\kappa a/c_p$, where $c_p$ is the heat capacity per site and $\kappa$ is conductivity times cross-section, in W\,m/K. Since $\sum_xS_x=k_BT^2c_p$, the moment in real distance obeys
\begin{equation}
a^2\,2\int_0^tC\,dt'=2\,\frac{\kappa a}{c_p}\,k_BT^2c_p .
\end{equation}
Therefore
\begin{equation}
\kappa=\frac{a}{k_BT^2}\int_0^\infty C(t)\,dt .
\label{gk}
\end{equation}
Here the chain is made infinite first and the time long afterwards.

\section{The cut and the exponent}

\textbf{Q.} With $C\sim At^{-2/3}$ that integral diverges. Why should the sound transit time rescue it?

\textbf{A.} In a chain of length $L$ between baths, a sound pulse of speed $c$ reaches an end within $\tau=L/c$. After that it exchanges energy with a bath, and the correlation of the infinite chain no longer describes it. Stopping the integral at $\tau$ is a physical estimate, not a theorem about the chain with baths.

Given the cut, the rest is integration. Suppose $A>0$ and separate the tail:
\begin{align}
\int_0^\tau C\,dt&=\int_0^\tau At^{-2/3}dt+\int_0^\tau(C-At^{-2/3})dt\nonumber\\
&=3A\tau^{1/3}+K+o(1),
\end{align}
where $K=\int_0^\infty(C-At^{-2/3})dt$ is assumed to converge. The tail causes no trouble at $t=0$, because $t^{-2/3}$ is integrable there. Thus
\begin{equation}
\kappa(L)=\frac{a}{k_BT^2}\left[3A\left(\frac Lc\right)^{1/3}+K+o(1)\right].
\label{main}
\end{equation}
The leading growth is $L^{1/3}$. If $K$ does not converge, the premise $C\sim At^{-2/3}$ still makes the remainder smaller than $\tau^{1/3}$, so the leading term survives.

\textbf{Q.} A measured slope could then differ from one third for a long time.

\textbf{A.} Yes. Neglecting the $o(1)$ term,
\begin{equation}
\frac{d\ln\kappa}{d\ln L}\simeq\frac{A\tau^{1/3}}{3A\tau^{1/3}+K}.
\end{equation}
A positive $K$ lowers the local exponent and a negative one raises it. Take $C=(1+t^2)^{-1/3}$ in dimensionless form. Integrating by parts and writing $t^2=(1+t^2)-1$ gives
\begin{align}
I&=\int_0^\tau(1+t^2)^{-1/3}dt\nonumber\\
&=\frac{\tau}{(1+\tau^2)^{1/3}}+\frac23I-\frac23\int_0^\tau\frac{dt}{(1+t^2)^{4/3}},\\
I&=\frac{3\tau}{(1+\tau^2)^{1/3}}-2\int_0^\tau\frac{dt}{(1+t^2)^{4/3}} .
\end{align}
The first term tends to $3\tau^{1/3}$ and the second to $K=-2.2405$. The local exponent is 0.397 at $\tau=10^2$ and 0.339 at $\tau=10^5$.

\textbf{Q.} A sharp cut is arbitrary. What if the correlation is switched off smoothly?

\textbf{A.} Replace it by a factor $g(t/\tau)$. With $t=\tau u$,
\begin{equation}
\int_0^\infty At^{-2/3}g(t/\tau)dt=A\tau^{1/3}\int_0^\infty u^{-2/3}g(u)du .
\end{equation}
If the last integral is finite and positive, the exponent stays and the number 3 changes. For $g=e^{-u}$ it becomes $\Gamma(1/3)$, which is 0.893 of the sharp value. The cut therefore fixes an exponent, but a prefactor only up to a factor of order one.

\section{Where the tail comes from}

\textbf{Q.} So far you have integrated my premise. Why would an asymmetric chain have such a tail?

\textbf{A.} The argument I can give is approximate: it keeps the long waves and closes their correlations at one loop. Let $x$ count sites and let $\hat c=c/a$ be the sound speed in sites per time. The long-wave equations are
\begin{equation}
\partial_tr=\partial_xv,\qquad m\partial_tv=-\partial_xp .
\end{equation}
The local energy current is $pv$, so the heat current is $v\,\delta p$. For a wave moving right, $\partial_t=-\hat c\,\partial_x$, hence $\delta p=m\hat cv_+$. For one moving left, $\delta p=-m\hat cv_-$. The heat mode stands still and has neither velocity nor pressure at this order. Therefore
\begin{align}
j&=(v_++v_-)\,m\hat c\,(v_+-v_-)\nonumber\\
&=m\hat c\,(v_+^2-v_-^2).
\end{align}

In equilibrium $v$ has variance $k_BT/m$ per site. The two waves share it equally by reflection symmetry, so
\begin{equation}
\langle v_+(x,t)v_+(0,0)\rangle=\chi\phi_x(t),\qquad \chi=\frac{k_BT}{2m},\quad\sum_x\phi_x=1 .
\end{equation}
If the waves are treated as Gaussian, the connected correlation of $v_+^2$ with itself is $2\chi^2\phi_x^2$. The right and left waves contribute equally, and their cross terms vanish once the pulses have separated:
\begin{equation}
C(t)=m^2\hat c^2\,2\,(2\chi^2)\sum_x\phi_x^2=\hat c^2(k_BT)^2\sum_x\phi_x^2 .
\label{overlap}
\end{equation}
Define an effective pulse length $\ell$ by $\sum_x\phi_x^2=a/\ell$. Inserting this in (\ref{gk}), with the cut, gives the sound contribution
\begin{equation}
\kappa(L)=k_Bc^2\int_0^{L/c}\frac{dt}{\ell(t)} .
\label{sound}
\end{equation}
The current correlation falls because the pulses spread.

\textbf{Q.} Is the prefactor right? Factors of two hide easily in such counting.

\textbf{A.} A harmonic chain tests it without the Gaussian approximation, since its equilibrium is Gaussian. For 200 sites, with waves up to wavenumber 0.50 per site excited and the pulses 50 sites from their start, the directly computed current correlation is 0.955 of (\ref{overlap}). A missing factor of two would be plain.

\textbf{Q.} That pulse does not spread by nonlinearity. Where does your two thirds enter?

\textbf{A.} Through the dependence of sound speed on amplitude. In a wave moving right at constant entropy, $-\hat c\,\partial_xr=\partial_xv$, so $dr/dv=-1/\hat c$. To first order the local speed is
\begin{equation}
\hat c+\left(\frac{d\hat c}{dr}\right)_s\frac{dr}{dv}\,v=\hat c+2Gv,\qquad G=-\frac{1}{2\hat c}\left(\frac{d\hat c}{dr}\right)_s .
\end{equation}
This speed belongs to the current $\hat cv_++Gv_+^2$. In the frame of the pulse only $Gv_+^2$ remains. Equation (\ref{moment}) used nothing but conservation and stationarity, so it applies to $v_+$ as well. With $w$ the root-mean-square width in sites,
\begin{align}
\chi\frac{d^2w^2}{dt^2}&=2G^2(2\chi^2)\sum_x\phi_x^2,\nonumber\\
\frac{d^2w^2}{dt^2}&=4G^2\chi\sum_x\phi_x^2 .
\label{width}
\end{align}
Damping and noise are left out here, because they add diffusive spreading that is slower than the result below. A Gaussian pulse has $\sum_x\phi_x^2=1/(2\sqrt\pi w)$. Try $w=Bt^\beta$: the left side scales as $t^{2\beta-2}$ and the right side as $t^{-\beta}$, so $\beta=2/3$. The coefficients then give
\begin{equation}
\frac49B^2=\frac{4G^2\chi}{2\sqrt\pi B},\qquad B^3=\frac{9G^2\chi}{2\sqrt\pi}.
\label{B}
\end{equation}
Hence $\sum_x\phi_x^2\propto t^{-2/3}$, and (\ref{overlap}) gives
\begin{equation}
C(t)\simeq At^{-2/3},\qquad A=\frac{\hat c^2(k_BT)^2}{2\sqrt\pi B}.
\end{equation}
Another fixed pulse shape would change $B$ but not the exponent.

\textbf{Q.} You have not yet used the asymmetry.

\textbf{A.} It is in $G$. For an even bond at zero pressure, reversing all stretches leaves the thermodynamics unchanged. Then $\hat c$ at fixed entropy is even in $r$, its slope at $r=0$ vanishes, and $G=0$. If the pulses instead spread diffusively, $w=\sqrt{2Dt}$ with $D$ in sites squared per time, (\ref{sound}) becomes
\begin{equation}
\kappa(L)=\frac{k_Bc^2}{a}\int_0^{\tau}\frac{dt}{2\sqrt{\pi}\sqrt{2Dt}}=\frac{k_Bc^2}{a}\sqrt{\frac{\tau}{2\pi D}} ,
\end{equation}
which grows as $L^{1/2}$. So in this argument the one-third law needs asymmetry, either from the bond itself or from pressure on an even bond that is anharmonic. Pressure on a harmonic bond leaves $G=0$.

For a cold chain, $\hat c=\sqrt{V''/m}$ and $d\hat c/dr=V'''/(2\sqrt{mV''})$, which gives $G=-V'''/(4V'')$. A bond that softens on stretching has $V'''<0$ and $G>0$: compressed regions run ahead.

\section{What simulated chains show}

\textbf{Q.} Does a simulated chain obey any of this?

\textbf{A.} Partly, and the failure is instructive. In units where mass and bond stiffness are one, take
\begin{equation}
V(r)=\frac{r^2}{2}-\frac{r^3}{2}+\frac{7r^4}{24},
\label{bond}
\end{equation}
a Morse bond expanded to fourth order, with lengths in units of the inverse Morse range parameter. I use 100 rings of 360 atoms at reduced temperature and pressure 1. Equilibrium integrals give $\hat c=1.63$ and $G=0.308$, and the pulse moves at 1.62 sites per unit time.

The spreading is another matter. Between times 15 and 60, $\ell$ grows from 11.6 to 41.1 sites, a mean exponent of 0.91 instead of 0.67. The integral of $C$ over this window is $35.2\pm3.4$, where the error is one standard error. That is $7.0\pm0.7$ times what (\ref{overlap}) gives with the measured pulses, not counting the error in $\ell$. This chain is not in the regime of the sound argument at these times.

\textbf{Q.} Then perhaps the argument is wrong.

\textbf{A.} It is incomplete when other motions remember the current. To see whether such motions are responsible, I let neighbouring atoms exchange velocities at random. This conserves momentum and energy and leaves the equilibrium state, hence $\hat c$ and $G$, unchanged. It adds a momentum diffusion of 1 site squared per unit time. Since it acts on velocity but not on stretch, and a sound wave is half of each, the pulse receives half of it as diffusion constant. Exchange also conducts some heat, which damps sound slightly more; I neglect that. I add the half to (\ref{width}) through the initial slope of $w^2$ and start one site wide.

Now the integral of $C$ is $5.0\pm0.7$, which is $1.09\pm0.15$ times the overlap value. That value is for an infinite chain; zero total momentum on this ring takes $1/360$ from the sum in (\ref{overlap}), which would raise the ratio to about 1.17. The pulse length at time 60 is 36.1 sites, against 33.0 from the width equation, with nothing fitted. With $G=0$ the same equation has $w^2=1+t$ and gives 27.7 sites, so within the equation most of the spreading is diffusion from the exchange. The simulated chain cannot be divided up this way: without exchange its pulse is already 41.1 sites long at time 60, where (\ref{B}) gives 26.8. Exchange has removed a long-lived part of the current that the sound pulses do not account for.

My conjecture for its origin is closeness to an integrable chain. The Toda bond, whose chain is integrable, has $V''V''''/V'''^2=1$; the bond (\ref{bond}) has $7/9$ at $r=0$. The hot chain is compressed and also visits stretches where the ratio is further from 1, so this is a hint and not a test.

\textbf{Q.} Have you at least seen the two thirds with exchange?

\textbf{A.} No. The mean exponent of $\ell$ is 0.56, between the diffusive $1/2$ and the asymptotic $2/3$. The run supports the overlap relation for a chain with exchange. The pulse length agrees with the width equation to about a tenth, but only at this one exchange rate and without an error estimate for $\ell$. The equation falls well short when exchange is absent, so the agreement tests its nonlinear term only weakly. It does not measure the final exponent, and the deterministic run does not either.

\section{Numbers for a sulfur-like chain}

\textbf{Q.} Suppose the tail does hold. How large is its contribution in a material?

\textbf{A.} Take a straight chain with rough values in the range of polymeric sulfur: mass 32.06 u, spacing 0.20 nm, bond stiffness $k=250$ N/m, bond energy $D_b=2.7$ eV, and $T=350$ K at zero pressure. The bond is again (\ref{bond}), with energies in units of $2D_b$. The reduced temperature is $k_BT/(2D_b)=0.00559$. Equilibrium integrals give $c=13.6$ km/s and $G=0.739$ in reduced units, close to the cold limit 0.750.

For $L=1\,\mu$m the transit takes 73.6 ps. The reduced time unit $\sqrt{m/k}$ is 14.6 fs, so this is about 5040 units. From (\ref{B}), with reduced $\chi=0.00559/2$,
\begin{equation}
w^3=\frac{9(0.739)^2(0.002795)}{3.545}(5040)^2\simeq9.8\times10^4,
\end{equation}
so $w\simeq46$ sites and $\ell=2\sqrt\pi wa\simeq33$ nm. Since $\ell\propto t^{2/3}$, the integral in (\ref{sound}) is $3\tau/\ell(\tau)$:
\begin{align}
\kappa&=\frac{3(1.38\times10^{-23})(1.358\times10^4)^2(7.36\times10^{-11})}{3.27\times10^{-8}}\nonumber\\
&\simeq1.7\times10^{-17}\ \mathrm{W\,m/K}.
\end{align}
With a rough area of 0.15 nm$^2$ per chain this is 115 W/(m\,K). At 0.1 and 10 $\mu$m the tail gives 53 and 247 W/(m\,K), a factor $10^{1/3}\simeq2.15$ per decade. Starting the width equation one site wide lowers the three values, in order of length, by 10, 2 and 0.5 per cent.

\textbf{Q.} After your hot chain, why should I believe these are conductivities?

\textbf{A.} You should not. They are a one-loop estimate of the asymptotic sound contribution. A simulation of this cold chain, on 100 rings of 360 atoms, finds $C(t)/C(0)=0.47\pm0.04$ after 4.4 ps, where the tail law gives 0.041. The correlation is still more than ten times too large, so the tail has not been reached. In fact it has hardly begun to decay. In a harmonic chain, in reduced units, the total current $-\sum_iv_ir_{i-1}$ splits into $-\frac12\sum_iv_i(r_{i-1}+r_i)$, which is conserved and carries half of $C(0)$, and half the time derivative of the kinetic energy, whose correlation oscillates and dies away. There $C(t)/C(0)$ settles at $1/2$, and the measured value is consistent with that plateau. By then sound has gone most of the way round a ring, and I have not varied the ring size. The run does not show when the tail sets in, and I cannot claim that it governs a chain of 1 or even 10 $\mu$m. If $C$ later joins the tail from above and the surplus makes $K$ in (\ref{main}) positive, $\kappa$ is raised and, once the surplus in $C$ is negligible, the local exponent lies below one third. Before that it can lie above. The cut integral has the local exponent $\tau C(\tau)/\int_0^\tau C\,dt$, and since stationarity forbids $C$ to exceed $C(0)$, this is at least $C(\tau)/C(0)$, about 0.47 for a cut at 4.4 ps. This bound is far from tight: while $C$ stays on the plateau near $C(0)/2$, the integral grows in proportion to $\tau$ and the local exponent is close to 1, as for ballistic transport.

\textbf{Q.} And a real sulfur chain is neither straight nor alone.

\textbf{A.} Ordinary solid sulfur conducts roughly 0.2 W/(m\,K), between about 270 and 1200 times less than these values along an ideal chain. It consists of S$_8$ rings, not chains, so it is only a rough reference. Several assumptions also separate the ideal chain from a real one.

The first is geometry. A planar zigzag with a bond angle of $106^\circ$ and a rough bending stiffness of 30 N/m has 0.68 of the straight chain's sound speed. If $L$ and the law $\ell(t)$ are held fixed, $\kappa\propto c^2(L/c)^{1/3}=c^{5/3}L^{1/3}$ falls to about 0.52 of its value. But $\ell(t)$ does change: the bond angles take up part of any strain, so the bonds themselves stretch and soften less. With these rough values that lowers $G$, keeps the pulses shorter and raises the tail contribution, so a zigzag need not conduct less than a straight chain. The real chain is a helix, and its unwinding and torsion are not included. Nor is sideways bending: a free chain has a branch with $\omega\propto q^2$ that couples to the sound waves, and the argument for the tail above keeps only motion along the axis.

The second is classical statistics. The largest phonon energy is $3.0\,k_BT$, so the shortest waves are far from classical. Sound with energy $k_BT$ has a wavelength of 1.9 nm, well below the 33 nm pulse length at 1 $\mu$m. The long waves in the tail are therefore classical, but the early part of $C$, and with it $K$, is not reliable.

The third is momentum conservation, on which the growth itself rests. If the surroundings make the current correlation decay by an extra factor $e^{-t/\tau_m}$, an infinite chain has
\begin{equation}
\int_0^\infty At^{-2/3}e^{-t/\tau_m}dt=A\,\Gamma(1/3)\,\tau_m^{1/3}.
\end{equation}
Equating this to $3A(L_m/c)^{1/3}$ gives the length of the equivalent sharp cut,
\begin{equation}
L_m=c\tau_m\left[\frac{\Gamma(1/3)}{3}\right]^3 .
\end{equation}
For an assumed $\tau_m=1$ ns, $L_m=9.7\,\mu$m and the tail contribution levels off at $3.7\times10^{-17}$ W\,m/K, or about 244 W/(m\,K). It scales as $\tau_m^{1/3}$, so a loss time of 1 ps would lower it tenfold, to about 24 W/(m\,K), if the tail law still held at such short times. That remains far above the bulk value. Contacts, defects, disorder and transfer between chains are also absent, and I have no estimate of how the remaining gap divides among them.

\textbf{Q.} So what may I use when I simulate a chain?

\textbf{A.} Use (\ref{main}) as a conditional law. First establish that $C$ has reached a positive $t^{-2/3}$ tail at times shorter than $L/c$, and that momentum is conserved over that time. Then one third is the leading exponent, with a prefactor that depends on the cut and a constant that may still be large. If the tail has not been reached, as in both deterministic chains here, a slope fitted to $\kappa(L)$ tests neither the tail nor the cutoff. The numerical output below gives the values to more digits.

\section*{Table of computed values}
\begin{verbatim}
Model C: constant after the leading term = -2.2405
Model C: local exponent at cut 1e2 = 0.3972
Model C: local exponent at cut 1e5 = 0.3388
Exponential/sharp cut, leading factor = 0.8930
Harmonic: second moment/current sum = 0.999202
Harmonic: current/sound overlap = 0.9553
Even bond, zero pressure: |G| below 1e-5 = True
Hot MD: reduced temperature, pressure = 1.0, 1.0
Hot MD: sites, copies = 360, 100
Hot MD: c from equilibrium = 1.6285 sites/time
Hot MD: G from equilibrium = 0.3082
Exchange: momentum diffusion = 1.00 sites2/time
Deterministic: c from pulse position = 1.6231 sites/time
Deterministic: ell at times 15, 30, 60 = 11.63, 21.94, 41.07 sites
Deterministic: one-loop ell at time 60 = 26.84 sites
Deterministic: growth exponent of ell = 0.910
Deterministic: integral of C, 15 to 60 = 35.227 +/- 3.438 reduced
Deterministic: that integral/sound overlap = 6.989
With exchange: c from pulse position = 1.6425 sites/time
With exchange: ell at times 15, 30, 60 = 16.61, 24.17, 36.14 sites
With exchange: one-loop ell at time 60 = 33.03 sites
With exchange: growth exponent of ell = 0.561
With exchange: integral of C, 15 to 60 = 5.012 +/- 0.698 reduced
With exchange: that integral/sound overlap = 1.089
Sulfur-like: atomic mass = 32.06 u
Sulfur-like: stiffness (rough) = 250 N/m
Sulfur-like: bond energy (rough) = 2.7 eV
Sulfur-like: spacing (rough) = 0.20 nm
Sulfur-like: temperature = 350 K
Sulfur-like: area per chain (rough) = 0.15 nm2
Sulfur-like: reduced temperature = 0.00559
Sulfur-like: sound speed = 13.58 km/s
Sulfur-like: G = 0.7387; cold limit = 0.7500
L = 0.1 um: transit = 7.36 ps; ell = 7.05 nm
  tail kappa = 7.977e-18 W m/K; per area = 53.2 W/(m K)
  width-equation kappa/tail kappa = 0.8999
L = 1.0 um: transit = 73.61 ps; ell = 32.74 nm
  tail kappa = 1.719e-17 W m/K; per area = 114.6 W/(m K)
  width-equation kappa/tail kappa = 0.9783
L = 10.0 um: transit = 736.15 ps; ell = 151.96 nm
  tail kappa = 3.703e-17 W m/K; per area = 246.8 W/(m K)
  width-equation kappa/tail kappa = 0.9953
Cold MD: time of comparison = 4.38 ps
Cold MD: C(t)/C(0) = 0.469 +/- 0.037
Tail law at that time: C(t)/C(0) = 0.0406
Largest phonon energy/kT = 2.99
Thermal sound wavelength = 1.86 nm
Zigzag: angle = 106 deg; bend = 30 N/m
Zigzag/straight sound speed = 0.677
Assumed momentum-loss time = 1.0 ns
Length equivalent to that loss = 9.67 um
Plateau of tail kappa = 3.662e-17 W m/K
\end{verbatim}
